# Generalized Bloch Theorem for Spin Spirals, Validated by a Magnetic Supercell

## Two equal energies and one that differs

A spin spiral with a period of eight cells on a square lattice costs 2.893804 meV per cell relative to the ferromagnet when computed with a $16\times16$ supercell matrix. A $2\times2$ matrix for one primitive cell gives the same digits. Shifting the phase convention of that small matrix by half the spiral wavevector, with the mesh labels left alone, changes the energy by 0.0121 meV. The convention has no physical content, so both the agreement and the discrepancy need an explanation.

## The Hamiltonian and its hidden translation

Let $\mathbf R$ label primitive cells and $\alpha,\beta$ the orbitals in a cell. The hopping $t_{\alpha\beta}(\mathbf R')$ connects orbital $\beta$ in cell $\mathbf R+\mathbf R'$ to orbital $\alpha$ in cell $\mathbf R$ and does not depend on spin. Each orbital feels an exchange field with splitting $D_\alpha$, polar angle $\theta_\alpha$ and azimuth $\phi_\alpha+\mathbf q\cdot\mathbf R$. Any phase due to the position inside the cell is included in $\phi_\alpha$. The field term is $-(D_\alpha/2)\,\mathbf n\cdot\boldsymbol\sigma$, with

$$
\mathbf n\cdot\boldsymbol\sigma=
\begin{pmatrix}\cos\theta_\alpha&\sin\theta_\alpha e^{-i(\phi_\alpha+\mathbf q\cdot\mathbf R)}\\
\sin\theta_\alpha e^{i(\phi_\alpha+\mathbf q\cdot\mathbf R)}&-\cos\theta_\alpha\end{pmatrix}.
$$

The minus sign makes spin parallel to the field lower in energy.

A translation by $\mathbf a_1$ alone does not preserve this Hamiltonian, because the field turns by $\mathbf q\cdot\mathbf a_1$ from cell to cell. Define instead

$$
(G\psi)(\mathbf R)=e^{-i\mathbf q\cdot\mathbf a_1\sigma_z/2}\,\psi(\mathbf R-\mathbf a_1).
$$

The translation moves the field pattern by one cell and the spin rotation turns it by the missing angle. Hopping proportional to the unit spin matrix is unaffected by the rotation. Hence $G$ commutes with the Hamiltonian.

Now take the trial state

$$
\psi_{\alpha\uparrow}(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}u_\alpha,\qquad
\psi_{\alpha\downarrow}(\mathbf R)=e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}d_\alpha .
$$

With $T_{\alpha\beta}(\mathbf k)=\sum_{\mathbf R'}t_{\alpha\beta}(\mathbf R')e^{i\mathbf k\cdot\mathbf R'}$, hopping gives $e^{i\mathbf k\cdot\mathbf R}T(\mathbf k)u$ for spin up and $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}T(\mathbf k+\mathbf q)d$ for spin down. In the spin-up equation the transverse field contributes

$$
-\tfrac{D_\alpha}{2}\sin\theta_\alpha\,e^{-i(\phi_\alpha+\mathbf q\cdot\mathbf R)}e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}d_\alpha
=-\tfrac{D_\alpha}{2}\sin\theta_\alpha\,e^{-i\phi_\alpha}e^{i\mathbf k\cdot\mathbf R}d_\alpha .
$$

The common factor $e^{i\mathbf k\cdot\mathbf R}$ cancels. In the spin-down equation the conjugate field phase turns $e^{i\mathbf k\cdot\mathbf R}$ into $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$, which cancels in the same way. What remains is a problem in one cell:

$$
H_{\mathbf k}(\mathbf q)=
\begin{pmatrix}
T(\mathbf k)-\frac D2\cos\theta&-\frac D2\sin\theta e^{-i\phi}\\
-\frac D2\sin\theta e^{i\phi}&T(\mathbf k+\mathbf q)+\frac D2\cos\theta
\end{pmatrix}. \tag{1}
$$

The terms with $D,\theta,\phi$ are diagonal matrices in the orbital index. Nothing here requires $\mathbf q$ to be commensurate.

For $\theta=0$ the blocks decouple. Their levels are those of $T(\mathbf k)-D/2$ and $T(\mathbf k+\mathbf q)+D/2$, and a sum over the full zone is independent of $\mathbf q$. This is required, since a field along $z$ has no azimuth to rotate.

## Folding: which states must be compared

Let $\mathbf q=(M/N)\mathbf b_1$, with integers $M,N$ and $\mathbf a_1\cdot\mathbf b_1=2\pi$. The field repeats after $N$ cells. A supercell state at $\mathbf K$ acquires the phase $e^{iN\mathbf K\cdot\mathbf a_1}$ over that distance. The spiral states with

$$
\mathbf k_j=\mathbf K+\frac jN\mathbf b_1,\qquad j=0,\ldots,N-1, \tag{2}
$$

have the same phase: the extra angle is $2\pi j$ for spin up and $2\pi(j+M)$ for spin down.

These states also exhaust the supercell space. Applying $G$ to the trial state multiplies spin up by $e^{-i\mathbf q\cdot\mathbf a_1/2}e^{-i\mathbf k\cdot\mathbf a_1}$ and spin down by $e^{i\mathbf q\cdot\mathbf a_1/2}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf a_1}$. Both factors equal $e^{-i(\mathbf k+\mathbf q/2)\cdot\mathbf a_1}$. The $N$ values in (2) give $N$ different eigenvalues of the unitary operator $G$, so their states are orthogonal. With $n_o$ orbitals per cell, each $\mathbf k_j$ supplies $2n_o$ levels. The total $2n_oN$ is the full supercell dimension.

The spectrum was tested on a two-orbital cell with random complex hopping, unequal splittings and unequal cone angles, for $M/N=2/5$. At $\mathbf K=(0.037,0.21)$ in reciprocal-lattice units, all 20 supercell levels matched the five sets of four spiral levels to $6.7\times10^{-15}$ eV. The supercell matrix was assembled from local field vectors and boundary phases, without the spiral ansatz.

## Self-consistent energy

The example has one orbital per site, a flat spiral ($\theta=\pi/2$, $\phi=0$), and nearest-neighbour hopping:

$$
\varepsilon(\mathbf k)=-2t(\cos k_xa+\cos k_ya).
$$

The parameters are $a=0.28$ nm, $t=0.20$ eV, $U=4.0$ eV and $n=0.6$ electron per site. The electronic temperature is 300 K, or $k_BT=25.85$ meV. Let $\mathbf m=\langle\boldsymbol\sigma\rangle$; with spin $g$-factor 2 its length is the moment in Bohr magnetons.

In mean field, with the spin axis along $\mathbf m$, the spin occupations are $(n\pm m)/2$. The interaction energy per site is therefore

$$
U\frac{n+m}{2}\frac{n-m}{2}=\frac U4(n^2-m^2).
$$

Its variation is $(U/2)(n\,\delta n-\mathbf m\cdot\delta\mathbf m)$, so the one-electron potential is $Un/2-(U/2)\mathbf m\cdot\boldsymbol\sigma$. Comparison with the field term gives $D=Um$.

The one-electron free energy counts the interaction twice. Let $F_b$ be that free energy with the constant $Un/2$ left out of the levels. Restoring the constant adds $Un^2/2$, and the double-counting correction subtracts $U(n^2-m^2)/4$:

$$
F=F_b+\frac{Un^2}{2}-\frac U4(n^2-m^2)=F_b+\frac U4(n^2+m^2). \tag{3}
$$

At fixed filling,

$$
F_b=\mu n-\frac{k_BT}{N_k}\sum_{\mathbf k,\nu}\ln\!\left[1+e^{(\mu-E_{\mathbf k\nu})/k_BT}\right], \tag{4}
$$

where $\nu$ labels the bands and $\mu$ is fixed by $n=N_k^{-1}\sum f_{\mathbf k\nu}$, with Fermi occupations $f$.

The output moment follows from the eigenvectors:

$$
m_x+im_y=\frac{2}{N_k}\sum_{\mathbf k,\nu}f_{\mathbf k\nu}u^*_{\mathbf k\nu}d_{\mathbf k\nu}.
$$

Here (1) is real, so $m_y=0$. The map $\mathbf k\to-\mathbf k-\mathbf q$ exchanges $\varepsilon(\mathbf k)$ and $\varepsilon(\mathbf k+\mathbf q)$, because $\varepsilon$ is even. It thus exchanges the two spin weights at equal energy, and $m_z=0$ on a mesh closed under the map. The field and moment stay parallel. A general cone lacks this protection and needs a constraining field if its angle is to be held fixed.

The algorithm is as follows.

1. Choose $\mathbf q$, a mesh and a starting $m$.
2. Diagonalize (1) with $D=Um$ at every mesh point.
3. Find $\mu$ from the filling and compute the new $m$.
4. Mix old and new moments and repeat until they agree.
5. Evaluate (3).

The supercell calculation used for validation iterates all eight charges and all eight three-component moments. It starts from spiral directions but does not impose them later. Agreement therefore concerns the same stationary state; it does not prove that the spiral is the global minimum.

## Validation and iteration error

The supercell has $N=8$ and a $3\times24$ mesh. By (2), its partner is a $24\times24$ primitive mesh. In the table, energies are relative to the ferromagnet on the same mesh. In the $24\times24$ column the spiral and supercell values coincide to the digits shown; the $72\times72$ column was computed with the spiral method only.

| $M$ | $m$ ($\mu_B$) | $24\times24$ (meV/cell) | $72\times72$ (meV/cell) |
|---|---|---|---|
| 0 | 0.6000 | 0 | 0 |
| 1 | 0.5976 | 2.894 | 2.908 |
| 2 | 0.5917 | 9.649 | 9.656 |
| 3 | 0.5856 | 15.218 | 15.230 |
| 4 | 0.5830 | 17.227 | 17.230 |

The largest difference in total free energy between the two methods is $5.6\times10^{-17}$ eV per cell, whereas moment components differ by up to $8.0\times10^{-10}\,\mu_B$. The energy is much more accurate than the moment because it is stationary. Since $\partial H/\partial m=-(U/2)\sigma_x$ in the rotating frame,

$$
\frac{\partial F}{\partial m}=-\frac U2m_{\rm out}+\frac U2m=0
$$

at self-consistency. A moment error $\delta$ enters the energy at order $U\delta^2/4$, if the response of $m_{\rm out}$ does not change the scale. For $\delta=8\times10^{-10}$ this is about $6\times10^{-19}$ eV. The printed energy difference is thus at the level of floating-point rounding.

The decrease of $m$ follows from the $2\times2$ levels. Write $\Delta_{\mathbf k}=\varepsilon(\mathbf k)-\varepsilon(\mathbf k+\mathbf q)$. Then

$$
E_\pm=\frac{\varepsilon(\mathbf k)+\varepsilon(\mathbf k+\mathbf q)}2
\pm\frac12\sqrt{D^2+\Delta_{\mathbf k}^2}. \tag{5}
$$

A lower-band state has spin projection $D/\sqrt{D^2+\Delta_{\mathbf k}^2}$ along the local field. Hopping between non-parallel sites therefore prevents full alignment. For $M=4$, $|\Delta_{\mathbf k}|\le4t=0.8$ eV and $D=4.0\times0.583=2.33$ eV. With the upper band empty, $m$ must exceed $0.6/\sqrt{1+(0.8/2.33)^2}=0.567$; the computed value is 0.583.

For dense diagonalization with cost proportional to dimension cubed, the supercell costs $72\times16^3$ units and the spiral $576\times2^3$. The ratio is $64=N^2$. This estimate omits the overhead that matters for such small matrices.

## The mesh error behind 0.0121 meV

The symmetric convention assigns $\mathbf k'-\mathbf q/2$ to spin up and $\mathbf k'+\mathbf q/2$ to spin down. It is related to (1) by $\mathbf k'=\mathbf k+\mathbf q/2$. The integral over the zone is unchanged, but a finite mesh in $\mathbf k'$ equals the old mesh if $\mathbf q/2$ is a whole number of mesh steps. With $L$ supercell points along $\mathbf b_1$, the step is $1/(NL)$ and

$$
\frac{M/(2N)}{1/(NL)}=\frac{ML}{2}.
$$

For $M=1$, $L=3$, the displacement is 1.5 steps, and the new points lie midway between the old ones.

The resulting error can be analysed with a Fourier series. Let $g(x)=\sum_pg_pe^{2\pi ipx}$ be the integrand along $\mathbf b_1$, already averaged over the other direction. Its mean over $P$ points displaced by $s$ is

$$
\frac1P\sum_{j=0}^{P-1}g\!\left(\frac jP+s\right)
=\sum_{r}g_{rP}\,e^{2\pi irPs}, \tag{6}
$$

because the sum over $j$ vanishes unless $p=rP$, with $r$ an integer. The term $r=0$ is the integral; the rest is mesh error. For $s=-1.5/P$ the phase is $(-1)^r$, so odd terms change sign.

This applies to the self-consistent energy at leading order. The energy is stationary in $m$, and also in $\mu$, since $\partial F_b/\partial\mu=n-N_k^{-1}\sum f=0$. Mesh-induced changes of $m$ and $\mu$ therefore enter at second order. The displaced result minus the original is minus twice the sum of the odd terms. The measured difference of $+0.0121$ meV implies that these terms contribute about $-0.0060$ meV to the original energy.

The discrepancy is 0.42% of the 2.894 meV spiral energy. Neither mesh is wrong as an approximation to the integral. The displaced mesh is wrong for a comparison with this supercell, because it samples different states. For comparison, going from $24\times24$ to $72\times72$ points raises the $M=1$ energy difference by 0.014 meV, or 0.5%. Agreement with a supercell on a folded mesh thus validates the implementation and says nothing about convergence of the mesh.

## Long and short spirals

Let $Q=qa$ be the angle between neighbouring moments along $x$. For small $Q$, use the symmetric labels and let primes denote derivatives with respect to $k_xa$. Expansion gives

$$
\frac{\varepsilon(\mathbf k'+\mathbf q/2)+\varepsilon(\mathbf k'-\mathbf q/2)}2
=\varepsilon+\frac{Q^2}{8}\varepsilon''+O(Q^4),\qquad
|\Delta|=|Q\varepsilon'|+O(Q^3).
$$

Inserting this in (5) and expanding the root, the lower level changes by

$$
\delta E_-=Q^2\left[\frac{\varepsilon''}{8}-\frac{(\varepsilon')^2}{4D}\right].
$$

Equation (4) gives $\delta F_b=N_k^{-1}\sum f\,\delta E$ at fixed filling. The moment changes by order $Q^2$, which affects the stationary energy at order $Q^4$. If the upper band is empty,

$$
F(Q)-F(0)=AQ^2,\qquad
A=\frac1{N_k}\sum_{\mathbf k}f_{\mathbf k}\left[\frac{\varepsilon''}{8}-\frac{(\varepsilon')^2}{4D}\right]. \tag{7}
$$

In the ferromagnet $D=2.40$ eV and the bandwidth is $8t=1.60$ eV. The bands are separated by 0.80 eV, about $31k_BT$, so the condition holds.

The first part of $A$ is the kinetic energy lost when neighbouring spins are not parallel. The second is the energy regained by mixing with the opposite local spin. They give $9.828-4.909=4.919$ meV. A self-consistent spiral with $Q=2\pi\times0.01$ gives 4.918 meV. A commensurate supercell for that spiral would need 100 cells.

For $M=1$, $AQ^2=4.918(\pi/4)^2=3.03$ meV, 4% above the $72\times72$ value. For $M=4$ it gives 48.5 meV instead of 17.2 meV, so the quadratic law has failed. A nearest-neighbour spin model with the same stiffness has energy $2A(1-\cos Q)$. It gives 19.7 meV at $M=4$, still 14% too high. One stiffness constant does not determine the whole curve.

For any $Q$, in the limit of large $D$, the root in (5) becomes a constant and the lower band is

$$
E_-=-2t\cos(Q/2)\cos k'_xa-2t\cos k_ya-D/2.
$$

At $Q=\pi$ hopping along the spiral is then completely blocked. At finite $D$ virtual mixing restores part of the lost energy.

## Where spin-orbit coupling breaks the theorem

Consider a cycloid, whose moments rotate in the plane containing the film normal and $\mathbf q$. Choose spin $z$ along its in-plane rotation axis and spin $x$ along the film normal. Rashba hopping of strength $\lambda$ is then

$$
H_R=2\lambda(\sin k_xa\,\sigma_z-\sin k_ya\,\sigma_y).
$$

The $\sigma_z$ term commutes with the spin rotation in $G$, so the theorem survives it if the two spin blocks receive their own hopping. The $\sigma_y$ term does not commute: rotation by $\alpha$ gives $\cos\alpha\,\sigma_y-\sin\alpha\,\sigma_x$. Its change has matrix elements of magnitude $2\sin(\alpha/2)$. With $\lambda=5$ meV, $\alpha=45^\circ$ and $k_ya=2\pi\times0.13$, the violation is

$$
2(5\ \mathrm{meV})(0.729)(0.765)=5.58\ \mathrm{meV}.
$$

The supercell Hamiltonian shows this value. With the $\sigma_z$ term alone the violation is at rounding level.

The surviving term also makes the energy chiral. Along $x$, the spin-up band becomes $-2\tau\cos(k_xa+\chi)$ and the spin-down band $-2\tau\cos(k_xa+Q-\chi)$, where $\tau=\sqrt{t^2+\lambda^2}$ and $\chi=\arctan(\lambda/t)\approx0.025$. Their relative phase is $Q-2\chi$. To first order in $\lambda$ the $\sigma_y$ term drops out, because the unperturbed state is even in $k_y$. Hence

$$
E(Q)-E(-Q)\approx-4\chi\frac{dE}{dQ}\approx-4\chi(2A\sin Q).
$$

At $M=1$ this estimate is $-0.70$ meV. The supercell with full Rashba hopping and fixed exchange-field magnitude gives $-0.705$ meV, 24% of the spiral energy in magnitude. Omitting spin-orbit coupling is therefore not harmless when the preferred handedness or period is wanted.

## Reading the example as a device material

The lattice constant is close to that of iron and the 2.4 eV splitting is of the order of iron's exchange splitting (nickel's is several times smaller), but the single band is not iron's band structure. The model's moment of $0.6\,\mu_B$ is far below the roughly 2–3 $\mu_B$ of iron. The sheet stiffness $A=7.88\times10^{-22}$ J, divided by an assumed thickness of 0.28 nm, gives 2.8 pJ/m. Bulk iron has roughly 20 pJ/m, so the model's exchange stiffness is about one seventh of iron's.

Rigid spiral order cannot be assumed at room temperature. For small in-plane angles, the energy per site is $A[(\Delta_x\varphi)^2+(\Delta_y\varphi)^2]$, where $\Delta_x\varphi,\Delta_y\varphi$ are neighbour angle differences. Classical equipartition sets its mean to $k_BT/2$. Each mean-square difference is then $k_BT/(4A)=5.26/4=1.3$ rad$^2$, an rms angle of about $66^\circ$. The small-angle assumption has broken down, so the computed energies are inputs for a thermal spin model and do not establish order at 300 K. By contrast, the dipolar scale $\mu_0(m\mu_B)^2/(2a^3)$ is 5.5 µeV, about 0.2% of the $M=1$ energy.

Mean field is a further limit. For a ten-site periodic cluster with the same $t$, $U$ and filling, exact diagonalization puts the ground state 42.5 meV per site below the saturated ferromagnet. That exceeds the 17.2 meV range of the tabulated spirals along $\mathbf b_1$, though not the range over all wavevectors: the mean-field state with $\mathbf qa=(\pi,\pi)$ costs about 89 meV. Part of the difference is a shell effect of the small cluster: the sixth parallel electron must enter a level 0.4 eV above the fifth, which puts the saturated state at $-0.140$ eV per site against $-0.158$ eV on the extended lattice at zero temperature. The exact ground state has total spin 2, with five parallel electrons and one reversed, so it is still strongly polarized. The result shows that full polarization is not the ground state of this cluster. It does not decide whether the extended Hubbard model is partly or fully ferromagnetic. The agreement in the numerical output establishes that the primitive-cell and supercell algorithms solve the same mean-field problem; the choice of that problem needs separate justification for each material.

## Calculated quantities

```
Lattice constant: 0.28 nm; hopping: 0.20 eV; U: 4.0 eV
Filling: 0.6 electron/site; temperature: 300 K; kT: 25.85 meV
Supercell: 8 cells; its mesh: 3 x 24; primitive mesh: 24 x 24
Matrix dimensions: primitive 2; supercell 16
Random-cell spectrum, largest difference: 6.7e-15 eV
Ferromagnet free energy, primitive mesh: -0.15933715 eV/cell
Ferromagnet free energy, supercell: -0.15933715 eV/cell
Ferromagnet exchange splitting: 2.4000 eV
M=0: q=0.0000 nm^-1; moment=0.600000 mu_B
  energy above ferromagnet: spiral 0.000000, supercell 0.000000 meV/cell
  same energy on 72 x 72 mesh: 0.000000 meV/cell
M=1: q=2.8050 nm^-1; moment=0.597611 mu_B
  energy above ferromagnet: spiral 2.893804, supercell 2.893804 meV/cell
  same energy on 72 x 72 mesh: 2.907811 meV/cell
M=2: q=5.6100 nm^-1; moment=0.591738 mu_B
  energy above ferromagnet: spiral 9.648674, supercell 9.648674 meV/cell
  same energy on 72 x 72 mesh: 9.656344 meV/cell
M=3: q=8.4150 nm^-1; moment=0.585616 mu_B
  energy above ferromagnet: spiral 15.218308, supercell 15.218308 meV/cell
  same energy on 72 x 72 mesh: 15.229962 meV/cell
M=4: q=11.2200 nm^-1; moment=0.583036 mu_B
  energy above ferromagnet: spiral 17.226916, supercell 17.226916 meV/cell
  same energy on 72 x 72 mesh: 17.230324 meV/cell
Largest spiral-supercell energy difference: 5.6e-17 eV/cell
Largest moment-component difference: 8.0e-10 mu_B
Symmetric-gauge unshifted-mesh error at M=1: 0.012079 meV/cell
Long-spiral reduced wavevector q*a/(2*pi): 0.01 (dimensionless)
Stiffness A from long spiral: 4.9178 meV; 7.879e-22 J
Stiffness A from perturbation formula: 4.9190 meV
  curvature part: 9.8275 meV; mixing part: 4.9086 meV
Rashba hopping, rough size: 5.0 meV
Generalized-translation residual without spin-orbit: 3.5e-16 eV
Residual with only rotation-axis spin-orbit: 3.5e-16 eV
Residual with full Rashba hopping: 5.579e-03 eV
Rashba energy E(q)-E(-q) at M=1: -0.7051 meV/cell
Dipolar energy scale: 5.531 micro-eV/cell
Thermal energy divided by stiffness A: 5.257 (dimensionless)
Ten-site saturated-ferromagnet energy: -0.140000 eV/site
Ten-site exact ground energy: -0.182524 eV/site
Exact ground state below ferromagnet by: 42.524 meV/site
```
